# Barrier and Brønsted–Evans–Polanyi slope from two crossing parabolas, part 2

In a family of related surface steps, how does the activation energy $E_a$ change with the reaction energy $\Delta E$, and how far can a straight line be trusted? The coordinate $x$ measures the transfer of an atom between bonding partners. The reactant and product curves are

$$V_1(x)=\tfrac12 kx^2,\qquad V_2(x)=\tfrac12 k(x-a)^2+\Delta E .$$

Here $k$ is the force constant and $a$ the distance between the minima. Energies are potential energies measured from the reactant minimum, and $\Delta E$ is negative when energy is released. The reorganisation energy is

$$L=V_2(0)-V_2(a)=\tfrac12 ka^2 .$$

The curves differ by

$$V_2-V_1=L+\Delta E-2L\frac{x}{a}$$

and cross at $x^*$. Without electronic coupling and for $|\Delta E|<L$,

$$E_a=\frac{(L+\Delta E)^2}{4L},\qquad
\alpha=\frac{x^*}{a}=\frac12+\frac{\Delta E}{2L},$$

where $\alpha$ is the slope of $E_a$ against $\Delta E$ at fixed $L$. It drifts at the rate

$$\left(\frac{\partial\alpha}{\partial\Delta E}\right)_L=\frac{1}{2L}.$$

The example is a chlorine atom moving from an adsorbed species to a silicon surface atom, with rough model values $L=6$ eV, $a=0.085$ nm, $\Delta E=-0.6$ eV and $T=500$ K. These give $k\approx266$ N/m, a barrier of 1.215 eV and a slope of 0.45.

Rates are taken as $A\exp(-E_a/k_BT)$, with $k_B$ the Boltzmann constant, $T$ the temperature and the same prefactor $A$ across the family. The rate error factor is the rate from the tangent line, drawn at the example's $\Delta E$, divided by the rate from the curves. For the parabolas it reaches two at a displacement of about 0.85 eV, as found in part (e).

Part (f) let $L$ vary with $\Delta E$. If $L$ rises by 0.1 eV per eV, the example's slope becomes 0.475. If $L=2c+\sqrt{4c^2-(\Delta E)^2}$, with $c$ the constant intrinsic barrier, the relation is exactly the straight line $E_a=c+\Delta E/2$ for $|\Delta E|\le2c$.

The assumptions of equal parabolas and no coupling are now relaxed.

### (g) What replaces the slope formula when the curves are not equal parabolas?

**Solution.** Let the reactant curve be $U_1(x)$ and the product curve $U_2(x)+\Delta E$, with shapes that do not depend on $\Delta E$. At the crossing

$$U_1(x^*)=U_2(x^*)+\Delta E .$$

Write $F_1$ and $F_2$ for the derivatives of $U_1$ and $U_2$ at $x^*$. Differentiating the crossing condition with respect to $\Delta E$ gives

$$F_1\frac{dx^*}{d\Delta E}=F_2\frac{dx^*}{d\Delta E}+1,
\qquad \frac{dx^*}{d\Delta E}=\frac1{F_1-F_2}.$$

The barrier is $U_1(x^*)$, so

$$\frac{dE_a}{d\Delta E}=\frac{F_1}{F_1-F_2}.$$

When the reactant curve rises and the product curve falls at the crossing, $F_1>0$ and $F_2<0$, and the slope lies between zero and one.

*Unequal curvature.* Let the product force constant be $rk$. Then $F_1=kx^*$ and $F_2=-rk(a-x^*)$, which gives

$$\frac{dE_a}{d\Delta E}=\frac{x^*}{x^*+r(a-x^*)}.$$

With $r=0.85$ and the other parameters unchanged, the barrier falls to 1.08 eV. A softer product curve lies lower at each $x$ between the minima, so it meets the reactant curve earlier. The crossing position is $\sqrt{1.085/6}\approx0.425$, and the slope is $0.425/[0.425+0.85(0.575)]\approx0.465$. The slope is no longer equal to the crossing position.

*Anharmonic bonds.* A stretched bond softens and finally breaks, which a parabola cannot describe. Use two Morse curves of depth $D$:

$$U_1=D(1-e^{-bx})^2,\qquad U_2=D(1-e^{-b(a-x)})^2 .$$

For small $x$, $U_1\approx Db^2x^2$. Matching this to $kx^2/2$ gives $b=\sqrt{k/(2D)}$, and hence $ba=\sqrt{L/D}$, where $L$ still means $ka^2/2$. A rough silicon–chlorine bond depth of $D=4$ eV gives $ba=\sqrt{1.5}\approx1.22$.

The barrier at $\Delta E=-0.6$ eV drops from 1.215 to 0.54 eV. For positive $y$, $1-e^{-y}<y$, so each Morse curve lies below its parabola when the bond is stretched.

The single parameter $L$ has now split into three. The curvature gives 6 eV. The vertical energy $U_2(0)-U_2(a)$ is about 2.0 eV. Four times the barrier at $\Delta E=0$ is 3.36 eV. For equal parabolas the three coincide. Putting the last value into the parabola formulas gives a barrier of 0.57 eV at $\Delta E=-0.6$ eV, close to the Morse result. It gives a slope of 0.41, however, where the Morse curves give 0.48.

The drift of the slope near $\Delta E=0$ explains this difference. By symmetry the crossing is then at $a/2$, where $F_2=-F_1$ and the two second derivatives have the same value $U''$. Differentiating $F_1/(F_1-F_2)$ with respect to $x^*$, the derivative of the denominator is $U''-U''=0$, which leaves $U''/(2F_1)$. Multiplying by $dx^*/d\Delta E=1/(2F_1)$ gives

$$\frac{d}{d\Delta E}\left(\frac{dE_a}{d\Delta E}\right)=\frac{U''}{4F_1^2}.$$

For parabolas $U''=k$ and $F_1=ka/2$, and the result is $1/(ka^2)=1/(2L)$, as before. For the Morse curve put $u=e^{-ba/2}\approx0.542$. Its derivatives at the midpoint are

$$F_1=2Db\,u(1-u),\qquad U''=2Db^2u(2u-1),$$

so the drift is

$$\frac{2u-1}{8Du(1-u)^2}\approx0.023\ \mathrm{eV^{-1}}.$$

The parabola with $L=3.36$ eV has a drift of $1/(2L)\approx0.15\ \mathrm{eV^{-1}}$. The Morse value is small because $u$ is close to 1/2, where the curvature of the Morse curve changes sign. A drift of $1/(2L)$ is thus a property of the parabolas and not of crossing curves in general.

### (h) How does electronic coupling change the barrier and the slope?

Let the parabolas be coupled by a constant energy $H>0$, independent of $x$ and $\Delta E$. Assume that the motion stays on the lower coupled surface.

**Solution.** The energies are the eigenvalues of

$$\begin{pmatrix}V_1&H\\H&V_2\end{pmatrix}.$$

Let the lower state have real coefficients $c_1,c_2$ with $c_1^2+c_2^2=1$. Its energy is

$$E_-=c_1^2V_1+c_2^2V_2+2c_1c_2H .$$

The coefficients make this expression stationary under the normalisation condition, so their own changes do not contribute to a first derivative of $E_-$. For the coordinate this gives

$$\frac{\partial E_-}{\partial x}=c_1^2kx+c_2^2k(x-a)=k(x-ac_2^2).$$

At every stationary point of the surface, therefore, $c_2^2=x/a$: the product weight equals the fractional position.

Only $V_2$ contains $\Delta E$, so $\partial E_-/\partial\Delta E=c_2^2$. The barrier is the energy at the transition state, $x_{TS}$, minus that at the reactant minimum, $x_R$. Both points move when $\Delta E$ changes, but the surface is flat at each of them, so the movement adds nothing at first order. The slope is

$$\frac{dE_a}{d\Delta E}=\frac{x_{TS}-x_R}{a}.$$

To locate the points, multiply the first eigenvalue equation, $V_1c_1+Hc_2=E_-c_1$, by $c_2$, and the second, $Hc_1+V_2c_2=E_-c_2$, by $c_1$. Subtracting the first from the second gives

$$(V_2-V_1)c_1c_2=H(c_2^2-c_1^2).$$

Let $w=x/a=c_2^2$ at a stationary point. The lower state has $c_1c_2<0$, since this makes the coupling term negative, so $c_1c_2=-\sqrt{w(1-w)}$. With $V_2-V_1=L(1-2w)+\Delta E$, rearrangement gives

$$\Delta E=(2w-1)\left[L-\frac{H}{\sqrt{w(1-w)}}\right].$$

At $\Delta E=0$ one solution is $w=1/2$. For $2H<L$ it is the transition state, with energy $L/4-H$. The minima satisfy $\sqrt{w(1-w)}=H/L$. There

$$c_1^2V_1+c_2^2V_2=L[(1-w)w^2+w(1-w)^2]=Lw(1-w)=\frac{H^2}{L},$$

and the coupling term is $-2H^2/L$, so the energy is $-H^2/L$. The thermoneutral barrier is

$$\frac L4-H+\frac{H^2}{L}=\frac{(L-2H)^2}{4L}.$$

Near $w=1/2$ the square root is 1/2 to first order, so $\Delta E\approx(2w-1)(L-2H)$. The transition state then moves at the rate

$$\frac{d(x_{TS}/a)}{d\Delta E}=\frac1{2(L-2H)}\quad\text{at }\Delta E=0 ,$$

which is faster than the uncoupled $1/(2L)$.

For $H=0.3$ eV and $\Delta E=-0.6$ eV the output gives $x_{TS}/a=0.444$ and $x_R/a=0.003$. The slope is $0.444-0.003=0.441$, and the barrier is 0.93 eV. This coupling lowers the barrier by 0.28 eV but changes the slope by only about 0.01.

With the Morse curves and the same coupling, the barrier is 0.31 eV and the slope 0.44.

### (i) Are tunnelling and vibrational quantisation important here?

**Solution.** Take a moving mass $m$ of 35 u, roughly that of chlorine, and the coupled parabolas of part (h). If the slight change that the coupling makes in the curvature of the well is neglected, the reactant vibrational quantum is $\hbar\omega=\hbar\sqrt{k/m}\approx0.0445$ eV, close to $k_BT$. In a harmonic well the classical partition function is $k_BT/\hbar\omega$. The quantum one is a geometric series:

$$\sum_{n=0}^{\infty}e^{-(n+1/2)\hbar\omega/k_BT}
=\frac1{2\sinh(\hbar\omega/2k_BT)}.$$

Dividing the classical value by the quantum value gives a rate factor of 1.045, if the barrier flux is held fixed. The mass of 35 u treats the silicon partner as fixed. A molecular silicon–chlorine stretch, in which both atoms move, has a quantum near 0.07 eV, which would give a factor of about 1.11; a lighter effective mass would also increase the tunnelling estimated below.

Tunnelling is estimated in one dimension. For an energy $E$ below the barrier top $E_b$, the semiclassical transmission is taken as

$$P(E)=\frac1{1+e^{2\theta}},\qquad
\theta=\frac1\hbar\int\sqrt{2m[V(x)-E]}\,dx,$$

with the integral over the region where $V>E$. Above the top, $\theta$ is continued as for an inverted parabola. Classically $P$ is zero below the top and one above it, so the thermal flux is proportional to $k_BTe^{-E_b/k_BT}$. The tunnelling factor is the ratio

$$\kappa=\frac1{k_BT}\int P(E)\,e^{-(E-E_b)/k_BT}\,dE .$$

The numerical result is $\kappa=1.45$; the exact one-dimensional transmission on the same surface gives about 1.53, so the estimate is about 5% low. In this semiclassical estimate the two factors together raise the rate by a factor of roughly 1.5, equivalent to lowering the barrier by about 0.02 eV. Tunnelling changes the slope by about $-0.001$. These effects are small beside those of coupling and anharmonicity. The conclusion depends on the heavy moving atom and should not be carried over to proton transfer.

### (j) How should the example be compared with a real silicon surface?

**Solution.** The force constant of 266 N/m and the bond depth of 4 eV are of the rough size expected for a silicon–chlorine bond. The separation, coupling and reaction energy are chosen values. The parabolic barrier of 1.2 eV should not be used for chlorination of bare silicon, which reacts readily with molecular chlorine. Of the changes tested here, replacing the harmonic bonds by Morse curves has the largest effect on the barrier: it moves the barrier to 0.54 eV, and adding the coupling moves it to 0.31 eV. At 500 K and equal prefactors, the change from 1.215 to 0.31 eV alters the rate by about nine orders of magnitude. The slope moves only between 0.44 and 0.48 in the same comparisons. Part of this steadiness is built in: the two curves are mirror images or nearly so, and $|\Delta E|$ is small, so symmetry holds the slope near 1/2. Parabolas with $r=2$ or $r=0.5$ give slopes of 0.38 and 0.51.

For these parameters the slope is thus much less sensitive to the form of the curves than the barrier is. A measured or separately calculated barrier can fix the height of the line, and the slope can then carry it to nearby reactions, provided that the mechanism, the prefactor and the curve shapes stay nearly the same. The last condition is restrictive, because in a real family the reaction energy usually changes through the strength of a bond, and this changes the shape of its curve. For uncoupled Morse curves with fixed $b$ and depths of 3.4 eV (reactant) and 4 eV (product) at $\Delta E=-0.6$ eV, the slope is 0.32 if $\Delta E$ is varied through the product depth and 0.53 if it is varied through the reactant depth. How far it may be carried depends on the curves. The range of 0.85 eV in part (e) belongs to the parabolas with $L=6$ eV. For the coupled Morse curves, a line with a barrier of 0.31 eV and a slope of 0.44 already reaches zero when the reaction releases about 0.7 eV more, so on that side the line must be kept to smaller changes: its rate error is a factor of 1.5 at 0.5 eV more released and 2.6 at 0.7 eV, and the barrier itself disappears near $\Delta E=-1.5$ eV. On the other side the error reaches a factor of two only at about 1 eV. A process rate also depends on gas supply, surface coverage, entropy and other vibrations, none of which is in the model. The values used here are listed in the numerical output.

## Table of computed values

```
Input reorganisation energy L = 6.00 eV
Input distance between minima a = 0.085 nm
Input reaction energy dE = -0.60 eV
Input temperature = 500 K; thermal energy kT = 0.04309 eV
Input moving mass = 35 u
Force constant k = 266.1 N/m
Crossing position x* = 0.03825 nm; x*/a = 0.4500
Crossing barrier = 1.2150 eV = 117.2 kJ/mol
Slope at dE (no unit) = 0.4500
Family at fixed L: dE (eV), barrier (eV), slope, tangent (eV), rate error factor
   -2.60  0.4817  0.2833  0.3150  47.9
   -1.00  1.0417  0.4167  1.0350  1.17
   -0.60  1.2150  0.4500  1.2150  1
   -0.20  1.4017  0.4833  1.3950  1.17
    1.40  2.2817  0.6167  2.1150  47.9
Half-range for factor-two rate error = 0.847 eV
Input trend dL/d(dE) = 0.10 (no unit)
Slope with this trend = 0.4747
Straight-line case: intrinsic barrier c = 1.50 eV
  dE = -2.0 eV: L = 5.236 eV, barrier = 0.500 eV
  dE = 0.0 eV: L = 6.000 eV, barrier = 1.500 eV
  dE = 2.0 eV: L = 5.236 eV, barrier = 2.500 eV
Input curvature ratio product/reactant = 0.85
Unequal curvature: barrier = 1.0849 eV, slope = 0.4653
Input coupling H = 0.30 eV
Coupled parabolas: x_R/a = 0.0031, x_TS/a = 0.4444
Coupled parabolas: barrier = 0.9333 eV, slope = 0.4413
Input Morse bond depth = 4.00 eV
Morse crossing: barrier = 0.5434 eV, slope = 0.4833
Morse: vertical reorganisation energy = 1.995 eV
Morse: four times barrier at dE=0 = 3.355 eV
Parabola formula with that fitted L: barrier = 0.5656 eV, slope = 0.4106
Morse with coupling: barrier = 0.3057 eV, slope = 0.4410
Reactant vibrational quantum = 0.0445 eV
Barrier-top quantum = 0.1321 eV
Tunnelling rate factor = 1.451
Reactant quantisation rate factor = 1.045
Combined quantum rate factor = 1.517
Equivalent barrier change = -0.0180 eV
Slope change from tunnelling = -0.00127
```
